Removing zone-edge doublers from multiband envelope equations with a staggered grid

**What goes wrong**

Take a 160 bohr quantum well described by two coupled envelopes, and replace each first derivative by a centred difference with spacing 10 bohr. The well has four bound levels, but the matrix returns eight. Near the lowest electron level, 0.00610 Ry, it gives 0.00590 and 0.00627 Ry. The separation, about 5 meV, could be mistaken for a physical splitting. It comes from states at the edge of the grid's Brillouin zone, where a centred first difference vanishes.

A staggered grid removes these doublers and keeps the matrix Hermitian, provided the Hamiltonian has a certain grading. It does not remove a spurious solution that the continuum model already contains.

**Model and conventions**

Rydberg atomic units are used, with ħ²/2m = 1 for the free-electron mass m. Energies are in Ry and lengths in bohr. Along the growth axis z, k = −i d/dz. At fixed in-plane wavevector a uniform material has

H(k) = H0 + H1 k + H2 k²,

with Hermitian matrices H0, H1 and H2. The two-band example is

H(k) = [[Ec + a k², P k], [P k, Ev − b k²]],

with real P and gap Eg = Ec − Ev > 0. It acts on a conduction envelope u and a valence envelope v.

**Why centred differences double the bands**

On a plane wave f_j = exp(ikjd), the centred first difference gives

−i(f_{j+1} − f_{j−1})/(2d) = [sin(kd)/d] f_j.

The usual second difference replaces k² by

(2 − 2cos kd)/d² = 4 sin²(kd/2)/d².

For a = b = 0 and Ē = (Ec + Ev)/2, the two-by-two determinant gives

E = Ē ± √[(Eg/2)² + P² sin²(kd)/d²].

Since sin(π − kd) = sin(kd), the state at k has a partner of equal energy at π/d − k. Both band edges reappear at k = π/d. The partner alternates in sign from node to node, so it is not a smooth envelope.

A longer centred stencil does not help. Its symbol s(k) is real, odd, continuous and periodic with period 2π/d, so

s(π/d) = s(−π/d) = −s(π/d), hence s(π/d) = 0.

The doubling also has a simple form in real space. With a = b = 0, u on even nodes couples to v on odd nodes, and u on odd nodes couples to v on even nodes. Neither set couples to the other. The operator

T: u_j → (−1)^j u_j, v_j → −(−1)^j v_j

has the value +1 on the first set and −1 on the second. It commutes with the centred matrix for any band-edge profile, because band edges act locally. In each set, neighbouring u nodes are 2d apart with a v node midway. The centred grid is therefore two independent staggered grids of spacing 2d.

In a uniform periodic grid with an even number of nodes, translation by one node exchanges the sets, so their spectra coincide. A heterostructure lacks this translation symmetry, and the pairs can split. A state confined to one set occupies alternate nodes in each component. Its Fourier power is unchanged by k → k + π/d, so half its weight lies at |k| > π/(2d).

**Quadratic terms shift the doubler**

At k = π/d the centred Hamiltonian is H0 + 4H2/d². In the two-band model the conduction doubler is thus at Ec + 4a/d². To see whether it is a local minimum, put k = π/d − δ with δd small:

sin(kd)/d = sin(δd)/d ≈ δ,

4 sin²(kd/2)/d² = 4 cos²(δd/2)/d² ≈ 4/d² − δ².

The diagonal entries are separated by Δe = Eg + 4(a+b)/d² at δ = 0. For Δe > 0, second-order perturbation theory in the coupling Pδ gives

E ≈ Ec + 4a/d² + [P²/Δe − a]δ².

The doubler is a minimum when P² > aΔe. For a > 0, a + b > 0 and P² > aEg, this means

d > d_v, d_v = 2√[a(a+b)/(P² − aEg)].

With P = 1.2 Ry bohr, Eg = 0.03 Ry and a = b = 1 Ry bohr², d_v = 2√(2/1.41) = 2.38 bohr. At d = 10 bohr the false valley lies at 4/100 = 0.04 Ry above Ec. Refining the grid raises it and eventually removes the minimum.

A small negative a is worse. For a = −0.1 and b = 1 Ry bohr², the doubler at d = 10 bohr lies 0.004 Ry below Ec, inside the gap. A periodic grid of 200 cells has seven states between −0.029 and −0.001 Ry when Ec = 0; the staggered grid has none. The expansion explains the count: Δe = 0.066 Ry, the curvature coefficient is 21.9 Ry bohr², and E = −0.001 Ry is reached at δ = 0.0117 bohr⁻¹. Wavevectors are 0.00314 bohr⁻¹ apart, which allows three on each side of the edge and one at it.

**The staggered scheme**

Put u on nodes z_j = jd and v on midpoints z_{j+½}. For a = b = 0 the equations are

E u_j = Ec_j u_j − (i/d)[P_{j+½} v_{j+½} − P_{j−½} v_{j−½}],

E v_{j+½} = Ev_{j+½} v_{j+½} − (i/d)P_{j+½}[u_{j+1} − u_j].

If v_{j+½} is stored under index j, the second row uses a forward difference D₊ and the first a backward difference D₋:

(D₊f)_j = −i(f_{j+1} − f_j)/d,

(D₋f)_j = −i(f_j − f_{j−1})/d.

To check Hermiticity, transpose and conjugate D₊. Its diagonal entry i/d becomes −i/d. Its entry −i/d from column j+1 to row j becomes i/d from column j to row j+1. These are the entries of D₋, so D₋ = D₊†. The lower block PD₊ and upper block D₋P are then adjoints for any real P(z).

Their symbols are

D₊ → −i(e^{ikd} − 1)/d = e^{ikd/2} q,

D₋ → −i(1 − e^{−ikd})/d = e^{−ikd/2} q,

q = (2/d) sin(kd/2).

The phases cancel in the determinant, leaving

E = Ē ± √[(Eg/2)² + P²q²].

Now q grows steadily from 0 to 2/d across the positive half-zone. The argument against centred stencils does not apply, because each one-sided symbol is complex.

Using D₊ in both blocks would instead give

(E − Ē)² = (Eg/2)² + P²q² e^{ikd}.

At kd = π and d = 10 bohr the right side is 0.000225 − 1.44 × 0.04 = −0.0574 Ry². The energies have imaginary parts ±0.24 Ry. The adjoint pairing is therefore essential.

**More than two bands**

Suppose a diagonal matrix Γ with entries ±1 satisfies

Γ H(k) Γ = H(−k).

Comparing powers of k shows that H0 and H2 connect components of equal grade, while H1 connects opposite grades. Put grade +1 on nodes and grade −1 on midpoints. With both stored by cell index, the Bloch matrix is

G(k) = H0 + H2 q² + q[e^{−ikd/2} H1(+,−) + e^{ikd/2} H1(−,+)].

Here H1(+,−) is the block taking grade −1 to grade +1. Let U be 1 on grade +1 and e^{ikd/2} on grade −1. In U†GU the first block gains e^{ikd/2} and the second e^{−ikd/2}, so

U†G(k)U = H0 + H1 q + H2 q² = H(q).

The grid energies are the continuum energies evaluated at q. Staggering adds no doubler for any number of bands satisfying the condition.

For growth along a cubic crystal axis, with x and y along the other two, the eight-band Kane model with spin-orbit coupling satisfies it when bulk inversion asymmetry is neglected. S, X and Y are even under z → −z, and Z is odd. Choose Γ as this orbital parity times the sign of the spin along z. The S–Z term is proportional to kz, and the X–Z and Y–Z terms to kx kz and ky kz. They connect opposite grades and are odd in kz. The other orbital terms connect equal grades and are even in kz.

Spin-orbit coupling is proportional to L·σ. Its Lzσz part preserves orbital parity and spin. Its Lxσx and Lyσy parts change both, so they preserve Γ. The grading thus holds at any fixed in-plane wavevector. An asymmetry term B kx ky between S and Z connects opposite grades but is even in kz, and violates it.

The sign of the spin in Γ has a price. Spin-up S lies on nodes and spin-down S on midpoints, so time reversal exchanges the two kinds of point. In a uniform material the energies are still those of H(q). In a well, the two spins sample the interfaces differently, and levels that should be twofold degenerate can split. If the coefficients of the terms linear in kz are uniform, this is a grid error that vanishes as the grid is refined.

If P varies with z, operator ordering matters too. Using Pk from grade +1 to grade −1 makes S and PZ continuous for one spin, but PS and Z for the other. In the two-band well studied below, with P = 1 Ry bohr in the barrier, these two conditions put the lowest electron level at 0.00551 and 0.00670 Ry. Such a splitting is false, yet it survives refinement.

A one-component term Ak also has no suitable Γ. Any continuous periodic real symbol that rises through zero at k = 0 must fall through zero elsewhere in the zone.

**Pseudocode**

For position-dependent coefficients, take the linear block from grade +1 to grade −1 as C(z)k, and the quadratic terms as kA(z)k. The steps below assume this operator ordering, so check that it is the one your model requires. With the eight-band grading above, use them only when C is uniform along z; otherwise the ordering breaks time reversal.

1. Put H0 on its own points: nodes for grade +1, midpoints for grade −1. At an abrupt interface on a node, average the node values from the two sides.
2. For each midpoint m between nodes j and j+1, set
   H(m,−; j+1,+) = −iC_m/d,
   H(m,−; j,+) = +iC_m/d.
3. Fill the reverse entries with the conjugate transposes.
4. For neighbouring points r and s of equal grade, with A taken halfway between them, add A/d² to the diagonal blocks at r and s, and −A/d² to the blocks (r,s) and (s,r). For grade −1 the halfway point is a node. If an abrupt interface lies there, average A⁻¹ from the two sides and invert the result; for a diagonal A, do this entry by entry and leave zeros as zeros. Averaging A itself would give a first-order error.
5. Impose the end conditions and find the eigenvalues in the required energy window.

Step 4 is Hermitian when A is Hermitian. For uniform A it gives H2q² away from the ends.

These averages do not always give second-order accuracy. Suppose u, on nodes, has no quadratic term, but v, on midpoints, has one: a = 0 and b ≠ 0. For uniform P the first row gives u = Pkv/(E − Ec), while v and [P²/(E − Ec) − b]v′ are continuous. Hence u jumps where Ec jumps, and averaging Ec at that node leaves a first-order error. With b = 20 Ry bohr² added to the abrupt well studied below, the error in the lowest electron level only halves, from 1.3×10⁻⁵ to 6.2×10⁻⁶ Ry, between d = 1.25 and 0.625 bohr. Putting v on nodes and u on midpoints restores second order in this example. In the eight-band model one spin always has S on nodes, so this exchange cannot help both spins. If S has no kz² term, check convergence with d.

**Cost and stability**

With N components and M cells, each cell couples to itself and its neighbours. Storage and one matrix-vector product scale as N²M. For two bands with a = b = 0, the order u_0, v_½, u_1, v_{3/2}, … makes the matrix tridiagonal. Writing v = −iw makes it real.

For a = b = 0, the centred grid at spacing d contains the levels of a staggered grid at 2d, plus a second set; quadratic terms couple the two sets, and the statement then no longer holds exactly. Its extra unknowns therefore do not improve the first set. The expansions show the same factor:

sin(kd)/d ≈ k(1 − k²d²/6),

q ≈ k(1 − k²d²/24).

At equal spacing, the leading relative error in k is four times smaller on the staggered grid.

Hermiticity also matters for time evolution, i∂ψ/∂t = Hψ with time in ħ/Ry. A real energy E gives a factor of unit modulus per Crank–Nicolson step τ, namely (1 − iEτ/2)/(1 + iEτ/2). With forward differences in both blocks, the zone-edge mode found above would grow as exp(0.24t) in the continuous-time equation.

**An abrupt well**

The model parameters are P = 1.2 Ry bohr throughout, well edges Ec = 0 and Ev = −0.03 Ry, and barrier edges Ec = 0.03 and Ev = −0.055 Ry. Strain, self-consistent charge and the diagonal quadratic terms are omitted.

The continuum equations are

Ec u − i(Pv)′ = E u,

−iPu′ + Ev v = E v.

The second gives v = −iPu′/(E − Ev). Substitution in the first gives

−[P²u′/(E − Ev)]′ + Ec u = E u.

Finite band-edge jumps leave u and Pv continuous. For an even state, u = cos(kz) in the well of width L and decays as exp(−κ|z|) in the barrier, with

k² = (E − Ec,w)(E − Ev,w)/P²,

κ² = (Ec,b − E)(E − Ev,b)/P².

Subscripts w and b denote well and barrier. Dividing the continuity condition for P²u′/(E − Ev) by that for u gives

k tan(kL/2)/(E − Ev,w) = κ/(E − Ev,b).

For an odd state, tan is replaced by −cot. At E = 0.0061003 Ry, k = 0.01237 and κ = 0.03184 bohr⁻¹. Since kL/2 = 0.989 and its tangent is 1.52, both sides equal 0.521 Ry⁻¹ bohr⁻¹. The level is 83.0 meV above the well's conduction edge. The highest hole level is −0.0355957 Ry, so the electron-hole level gap is 0.041696 Ry, or 567.3 meV.

On the grid, interfaces lie on u nodes. Integrating Ec u over the cell around an interface, with left and right values marked L and R, gives

(d/2)(Ec,L + Ec,R)u_j + (d²/8)(Ec,R u′_R − Ec,L u′_L) + O(d³).

The first term is the averaged band edge. The second, confined to two interface cells, changes an isolated level at order d². The kink in u adds a similar correction to the integral of Eu. Away from the interfaces the differences are second-order accurate. Using one side's Ec instead of the average would change the node energy by half the jump. Its normalized weight is of order d, so each interface would contribute a first-order error.

The largest error among the four levels, relative to continuum matching, is 8.8×10⁻⁵ Ry at d = 10 bohr and 2.2×10⁻⁵ Ry at 5 bohr. The ratio is 4.0, as expected for second order. It is also 4.0 when the barrier has P = 1 Ry bohr.

The centred pairs at d = 10 bohr split by up to 5.0×10⁻⁴ Ry. One member of each pair is a staggered level at d = 20 bohr. The pairs split because the two subgrids are placed differently relative to the interfaces. The mean weight at |k| > π/(2d) is 0.50 for the centred states, but at most 2.6×10⁻⁴ for the staggered ones. This weight is a useful diagnostic.

**Two other failure modes**

The first is misplaced sampling. Forward-backward differencing on a single list of nodes has the staggered derivative matrix, but v still belongs to midpoints. Taking Ev at the left node replaces Ev(z) by Ev(z − d/2) ≈ Ev(z) − (d/2)Ev′(z). For a smooth profile, first-order perturbation theory gives

δE = −(d/2) ∫ |v|² Ev′ dz,

with ∫(|u|² + |v|²)dz = 1. Interchanging forward and backward differences takes Ev from the right and reverses the sign. In a mirror-symmetric well |v|² is even and Ev′ odd, so this term vanishes; such a well cannot reveal the first-order error.

An asymmetric well can. With tanh edges of widths 10 and 60 bohr, half the difference between left and right sampling is −2.95×10⁻⁵ Ry at d = 5 bohr and −1.48×10⁻⁵ Ry at 2.5 bohr. The shift is linear in d, and the formula also gives −1.48×10⁻⁵ Ry at the smaller spacing. Sampling Ev at midpoints removes it.

The second is a spurious solution of the continuum model. For a < 0 and b > 0, set E = Ec in the two-band determinant:

−a k²(Eg + b k²) = P²k².

The nonzero root is

k_s² = (P²/|a| − Eg)/b,

when the right side is positive. The other eigenvalue there is Ev + ak_s² − bk_s² < Ec, so it is the upper band that has returned to Ec. The staggered grid reaches this point when 2/d ≥ k_s. For a = −0.1 and b = 1 Ry bohr², k_s = 3.79 bohr⁻¹ and the critical spacing is 0.53 bohr. On a finer grid, false states enter the gap. These toy values place k_s far outside the Brillouin zone of a real crystal, whose edge 2π/a₀, with a₀ the lattice constant, is about 0.55 bohr⁻¹ for InAs. Real parameter sets can be much less forgiving. Commonly tabulated InAs values correspond to a ≈ −4.8 and b ≈ 2.4 Ry bohr², P² ≈ 1.58 Ry² bohr² and Eg ≈ 0.031 Ry. They give k_s ≈ 0.35 bohr⁻¹ and a critical spacing near 6 bohr, or 3 Å, which is an ordinary grid.

Extra solutions above Ec can appear on coarser grids, because the band rises from Ec before returning. A coarse grid hides this fault without curing it. The remedy is to change the continuum parameters or restrict the allowed wavevectors, then check the levels against the grid spacing. The numerical output gives the remaining values for these cases.

Table of computed values

```
coupling P = 1.2 Ry bohr; well width = 160 bohr
well edges Ec, Ev = 0.0, -0.03 Ry; barrier 0.03, -0.055 Ry
half length of computational box = 560 bohr
periodic grid: 400 cells, d = 10 bohr, a = b = 0
  conduction states below 0.01 Ry, centred: 42
  conduction states below 0.01 Ry, staggered: 21
forward in both blocks, 40 cells: max |Im E| = 0.2395 Ry
3,5,7-point centred stencils at edge: max |symbol|*d = 2.5e-15
a = 1.0, b = 1.0 Ry bohr^2: doubler at 0.0400 Ry (d = 10 bohr)
  doubler is a local minimum for d above 2.3820 bohr
a = -0.1, b = 1.0 Ry bohr^2: doubler at -0.0040 Ry (d = 10 bohr)
  states from -0.029 to -0.001 Ry, 200 cells, centred, staggered: 7 0
  continuum band returns to Ec at k = 3.7908 1/bohr
  staggered grid sees it for d below 0.5276 bohr
eight-band: Delta = 0.03 Ry; L, M, N = -1.0, -2.0, -1.0 Ry bohr^2
  kx, ky = 0.02, 0.01 1/bohr; 24 cells, d = 10 bohr
  max |E_grid - E_bulk(q)| = 5.8e-16 Ry
  states at Ec for kx = ky = 0, centred, staggered: 4 2
well levels in Ry: matching | staggered d=10 | centred pair d=10
  -0.0485874 | -0.0484997 | -0.0485670 -0.0482354
  -0.0355957 | -0.0355517 | -0.0357381 -0.0354251
  0.0061003 | 0.0061432 | 0.0058996 0.0062656
  0.0198684 | 0.0198739 | 0.0193895 0.0198890
lowest electron level = 83.00 meV
electron-hole level gap = 0.0416960 Ry = 567.30 meV
staggered max level error, d = 20 bohr: 3.520e-04 Ry
staggered max level error, d = 10 bohr: 8.766e-05 Ry
staggered max level error, d = 5 bohr: 2.189e-05 Ry
error ratio from d = 10 to 5 bohr: 4.005
staggered d=20 levels found in centred d=10: error 1.5e-16 Ry
weight at |k| > pi/(2d), centred mean: 0.5000
weight at |k| > pi/(2d), staggered maximum: 2.57e-04
barrier P = 1.0 Ry bohr: lowest electron 0.0055050 Ry
  max errors at d = 10, 5 bohr: 9.563e-05, 2.386e-05 Ry
smooth well: edge centres -80, 80 bohr; tanh widths 10, 60 bohr
  lowest electron level, staggered d = 2.5 bohr: 0.0083545 Ry
  odd sampling shift, d = 5 bohr: -2.9488e-05 Ry
  odd sampling shift, d = 2.5 bohr: -1.4752e-05 Ry
  first-order formula, d = 2.5 bohr: -1.4767e-05 Ry
```
